# Finite-size ions in a continuum electrolyte: contact theorem, neutrality and layering

A charged slab in a continuum electrolyte can reach a fully converged solution with the wrong double layer. Take 5 mol/L of monovalent ions, relative permittivity 50 and a wall charge of −20 µC/cm². Point ions in mean field give −44 mV at the plane of closest approach and a density that falls smoothly to bulk. Ions of diameter 0.425 nm with correlations give +22 mV there, and layers. With an unlucky outer boundary condition, a box many Debye lengths long can also be left with a net charge of several per cent of the wall charge.

The setting at issue is the ionic model of the electrolyte: point ions, or finite ions described by a classical density functional. Two sum rules help to test whether the second choice has been solved properly.

## Model and conventions

Ions of charge $\pm e$ and diameter $d=2R$ have bulk density $\rho_b$ each. Let $\rho=\rho_++\rho_-$, $q=\rho_+-\rho_-$ and $\bar\rho=2\rho_b$. The distance $z\ge0$ runs from the closest approach of ion centres, so the wall surface is at $z=-R$. The wall carries $s=\sigma/e$ charges per area and is laterally uniform. Wall and solvent share one permittivity, so there are no image charges. Energies are in units of $k_BT=1/\beta$, $\psi$ is the potential times $e/k_BT$, and $l_B=e^2/(4\pi\varepsilon_0\varepsilon_rk_BT)$.

The excess free energy has three parts: hard spheres, mean-field Coulomb energy and a charge correlation.

## Hard spheres

Rosenfeld's functional uses densities averaged over a sphere. A slice at separation $t$ from its centre has disc area $\pi(R^2-t^2)$ and surface area $2\pi R$ per unit thickness. The surface normal has component $t/R$. Hence, for $|t|<R$,

$$w_3=\pi(R^2-t^2),\quad w_2=2\pi R,\quad w_v=2\pi t,$$
$$n_a(z)=\int\rho(z')\,w_a(z-z')\,dz'.$$

With $\epsilon=1-n_3$ and $v=n_v$, the adopted free-energy density is

$$\Phi=-\frac{n_2\ln\epsilon}{4\pi R^2}+\frac{n_2^2-v^2}{4\pi R\epsilon}+\frac{n_2^3-3n_2v^2}{24\pi\epsilon^2}.$$

Its derivatives $\phi_a=\partial\Phi/\partial n_a$ are

$$\phi_2=-\frac{\ln\epsilon}{4\pi R^2}+\frac{n_2}{2\pi R\epsilon}+\frac{n_2^2-v^2}{8\pi\epsilon^2},\qquad
\phi_v=-\frac{v}{2\pi R\epsilon}-\frac{n_2v}{4\pi\epsilon^2},$$
$$\phi_3=\frac{n_2}{4\pi R^2\epsilon}+\frac{n_2^2-v^2}{4\pi R\epsilon^2}+\frac{n_2^3-3n_2v^2}{12\pi\epsilon^3}.$$

By the chain rule,

$$c_{hs}(z)=-\sum_a\int\phi_a(z')\,w_a(z'-z)\,dz'.$$

The argument is reversed relative to $n_a$, which changes the sign of the odd weight $w_v$.

In bulk $v=0$, $n_3=\eta=\pi d^3\bar\rho/6$ and $n_2=4\pi R^2\bar\rho$. The three terms of $\Phi$ become $T_1=-\bar\rho\ln\epsilon$, $T_2=3\eta\bar\rho/\epsilon$ and $T_3=3\eta^2\bar\rho/(2\epsilon^2)$. The pressure is $\beta p=\bar\rho-\Phi+\sum_an_a\phi_a$. The derivative with respect to $n_2$, less $\Phi$, leaves $T_2+2T_3$. The derivative with respect to $n_3$ adds $\eta(\bar\rho+T_2+2T_3)/\epsilon$. Since $1+\eta/\epsilon=1/\epsilon$,

$$\beta p=\bar\rho\left[\frac1\epsilon+\frac{3\eta}{\epsilon^2}+\frac{3\eta^2}{\epsilon^3}\right]=\bar\rho\,\frac{1+\eta+\eta^2}{(1-\eta)^3}.$$

## Charge correlation

Mean-field theory lets two ions repel or attract even where their cores forbid them to be. The mean spherical approximation (MSA) repairs this. The charge part $c_D$ of the direct correlation function stays $-l_B/r$ outside the core, and the charge part $h_D$ of the pair correlation must vanish inside. In units $d=1$, let $\kappa^2=4\pi l_B\bar\rho$, define $\Gamma>0$ by $\kappa=2\Gamma(1+\Gamma)$, and set $B=\Gamma/(1+\Gamma)$. The claim is that

$$c_D(r)=-l_B(2B-B^2r),\qquad r<1,$$

meets the core condition. The Ornstein–Zernike equation reads $1+\bar\rho\hat h_D=1/(1-\bar\rho\hat c_D)$. Fourier transformation gives

$$k^2(1-\bar\rho\hat c_D)=k^2+\kappa^2\Big[1-k\!\int_0^1(1-2Br+B^2r^2)\sin kr\,dr\Big].$$

Integrating by parts, the bracket is $(1-B)^2\cos k+2B(1-B)\sin k/k+2B^2(1-\cos k)/k^2$. Its three coefficients times $\kappa^2$ are $4\Gamma^2$, $8\Gamma^3$ and $8\Gamma^4$. Multiplying out then confirms

$$1-\bar\rho\hat c_D=\frac{P(ik)P(-ik)}{k^4},\qquad P(\lambda)=\lambda^2+2\Gamma\lambda+2\Gamma^2(1-e^{-\lambda}).$$

Apart from $\lambda=0$, $P$ has no zero with $\mathrm{Re}\,\lambda\ge0$. On the imaginary axis a zero needs $\sin k=-k/\Gamma$ and $\cos k=1-k^2/2\Gamma^2$, whose squares sum to $1+k^4/4\Gamma^4>1$. For $\Gamma<1$ and $\mathrm{Re}\,\lambda\ge0$, $|P/\lambda|\ge2\Gamma-2\Gamma^2>0$. As $\Gamma$ grows, zeros move continuously and cannot cross the axis.

Let $J(r)=2\pi\bar\rho\int_{|r|}^\infty t\,h_D(t)\,dt$, whose one-dimensional transform is $\bar\rho\hat h_D$. Then $P(\lambda)(1+\hat J)=\lambda^4/P(-\lambda)$ with $\lambda=ik$. The right side is analytic for $\mathrm{Re}\,\lambda<0$, so it contributes nothing at $r>0$. Its polynomial part acts at $r=0$ alone. Since $J$ is even, on $0<r<1$

$$J''+2\Gamma J'+2\Gamma^2[J(r)-J(1-r)]=0.$$

Put $g=J'$, $E=g(r)+g(1-r)$ and $O=g(r)-g(1-r)$. Adding the equation at $r$ and $1-r$ gives $O'=-2\Gamma E$. Subtracting gives $E'+2\Gamma O=-4\Gamma^2[J(r)-J(1-r)]$. Differentiating the latter and inserting $O'$ gives $E''=0$. As $E$ is symmetric about $r=1/2$, it is constant, and $O=-2\Gamma E(r-\tfrac12)$. So $g(0)=E(1+\Gamma)/2$. At large $k$, $\bar\rho\hat h_D$ has no non-oscillating $1/k^2$ term, so $J$ has no kink at zero and $g(0)=0$. Therefore $E=0$, $J'=0$ and $h_D=0$ throughout the core.

Restoring $d$, the correction to mean field for $r<d$ is $f=l_B(1/r-2B/d+B^2r/d^2)$. Integration over a plane, $F(t)=2\pi\int_{|t|}^d f\,r\,dr$, gives for $|t|<d$

$$F=2\pi l_B\left[d-|t|-\frac Bd(d^2-t^2)+\frac{B^2}{3d^2}(d^3-|t|^3)\right].$$

The added free energy is $-\tfrac12\iint qFq'$. It is quadratic in $q$, so it adds nothing to the neutral bulk pressure.

## Equations to solve

Poisson's equation is $\psi''=-4\pi l_Bq$, and the wall field requires $\psi'(0)=-4\pi l_Bs$. With $\psi(L)=0$ and bulk densities beyond $L$,

$$\psi(z)=4\pi l_B\Big[s(L-z)+\int_0^L(L-\max(z,z'))\,q(z')\,dz'\Big].$$

Two derivatives of $-\max(z,z')$ give $-\delta(z-z')$, which confirms the source. At the far end, $\psi'(L)=-4\pi l_B(s+\int_0^Lq\,dz)$. Neutrality is thus not imposed. It is approached as screening removes the field, though the outer boundary can amplify what remains (see the box length below).

Making the grand potential stationary gives, with $c_b$ the bulk value of $c_{hs}$,

$$\ln\frac{\rho_\pm}{\rho_b}=c_{hs}-c_b\pm\Big(\int F(z-z')q(z')dz'-\psi\Big).$$

## The contact theorem

Differentiate each equation, multiply by its density, add, and integrate over $z>0$ for a semi-infinite electrolyte:

$$\bar\rho-\rho(0)=\int_0^\infty\rho\,c_{hs}'\,dz+\iint qF'(z-z')q'\,dz\,dz'-\int_0^\infty q\psi'\,dz.$$

The second term vanishes because $F'$ is odd. Poisson's equation turns the third into $[\psi'^2/(8\pi l_B)]_0^\infty=-2\pi l_Bs^2$.

For the first, extend $\rho$ by zero to $z<0$ and let $D\rho$ be its derivative including the jump $\rho(0)\delta(z)$. Integration by parts gives $\int\rho c_{hs}'dz=\bar\rho c_b-\int(D\rho)c_{hs}dz$. Since $n_a'(z')=\int D\rho(z)\,w_a(z'-z)\,dz$, the last integral is $-\int\sum_a\phi_an_a'dz'=-\int\Phi'dz'=-\Phi_b$, where $\Phi_b$ is the bulk value. Also $\bar\rho c_b=-\sum_an_a\phi_a$ in bulk. The first term is therefore $\Phi_b-\sum_an_a\phi_a=\bar\rho-\beta p$, and

$$\rho_+(0)+\rho_-(0)=\beta p+2\pi l_Bs^2.$$

Here $p$ is the pressure of this functional, not the exact pressure of the ionic fluid. The rule tests the solution, not the accuracy of the functional.

An electronic-structure calculation may use a smooth ionic cavity instead of a hard wall. If a repulsion $V(z)$ replaces the hard wall and the fixed charge lies outside the ionic profile, the same integration has no contact jump but an extra wall force. The left side becomes $-\int\rho\,\beta V'dz$.

For point ions without correlations, $\rho(0)=\bar\rho\cosh\psi(0)$ and $\beta p=\bar\rho$. With $\cosh\psi-1=2\sinh^2(\psi/2)$, the theorem becomes the Gouy–Chapman result $\sinh(\psi(0)/2)=2\pi l_Bs/\kappa$.

## A stable numerical solution

Divide $[0,L]$ into cells of width $h$ with unknowns $u_\pm=\ln(\rho_\pm/\rho_b)$ at their centres. Integrate each $w_a$ over the cells, clipping at $\pm R$, so that a uniform density gives the correct bulk averages. Use the transposed weights for $c_{hs}$; this makes it the derivative of the discrete functional. In the Coulomb integral, the mean of $\max(z_j,z')$ over its own cell is $z_j+h/8$.

Let $H=\partial c_{hs}/\partial\rho=-\sum_{ab}W_a^T\Phi_{ab}W_b$, where $W_a$ holds the cell weights, and let $A$ be the matrix giving $F*q$ minus the ionic part of $\psi$. The Jacobian of $u$ minus the right side is

$$I-\begin{pmatrix}(H+A)\rho_+&(H-A)\rho_-\\(H-A)\rho_+&(H+A)\rho_-\end{pmatrix},$$

where densities multiply columns. The second derivatives are

$$\Phi_{22}=-\Phi_{vv}=\frac1{2\pi R\epsilon}+\frac{n_2}{4\pi\epsilon^2},\quad \Phi_{2v}=-\frac v{4\pi\epsilon^2},$$
$$\Phi_{23}=\frac1{4\pi R^2\epsilon}+\frac{n_2}{2\pi R\epsilon^2}+\frac{n_2^2-v^2}{4\pi\epsilon^3},\quad \Phi_{3v}=-\frac v{2\pi R\epsilon^2}-\frac{n_2v}{2\pi\epsilon^3},$$
$$\Phi_{33}=\frac{n_2}{4\pi R^2\epsilon^2}+\frac{n_2^2-v^2}{2\pi R\epsilon^3}+\frac{n_2^3-3n_2v^2}{4\pi\epsilon^4}.$$

Start from bulk on a coarse grid, limit each Newton change of $u$ to 2, and halve the step until the residual norm falls. Interpolate the result to start the finer grid. Obtain $\rho_\pm(0)$ by evaluating the stationary equations at $z=0$; the first cell centre is not the contact plane.

## Worked example

The model parameters are those of the opening, at 298.15 K. They give $s=-1.248$ nm⁻², $l_B=1.121$ nm, $\eta=0.242$ and $\kappa d=3.91$. The contact theorem predicts

$$17.99+2\pi(1.121)(1.248)^2=17.99+10.97=28.96\ \mathrm{nm^{-3}}.$$

The first term corresponds to a pressure of 74 MPa. With $L=10d$, the solutions give:

| Cell width | Contact density (nm⁻³) | Error relative to theorem | First peak, $\rho/\bar\rho$ |
|---|---:|---:|---:|
| $d/16$ | 28.69 | −0.93% | 1.2025 |
| $d/32$ | 28.90 | −0.23% | 1.2035 |
| $d/64$ | 28.95 | −0.06% | 1.2038 |

Each halving cuts the contact error about fourfold, as expected for an error proportional to $h^2$. Eliminating that term between the two finest grids gives $(4\times28.9465-28.8957)/3=28.963$ nm⁻³, in agreement with the theorem. The root-mean-square change in $\rho/\bar\rho$ between $0.25d$ and $5d$ falls from $9.6\times10^{-4}$ to $2.5\times10^{-4}$ on successive refinements.

The first two peaks after contact lie at 0.478 and 0.943 nm, with heights 1.204 and 1.027. Near the first, at $z=d$, anions stand at 1.40 times bulk and cations at 0.76. At $2d$ the order is reversed: 0.93 and 1.07. The ionic charge accumulated near the wall exceeds the wall charge by up to 33% before the outer ions compensate it.

This explains the positive contact potential beside a negative wall. For a neutral layer, $\psi(0)=-4\pi l_B\int zq\,dz$. Negative charge farther out can make the integral negative although $\int q\,dz$ is positive. Crossing the ion-free gap adds $4\pi l_BsR$, or −96 mV, so the wall itself is at −74 mV.

At fixed wall charge and $d/32$, removing the charge correlation moves the wall potential to −128 mV and lowers the first peak from 1.204 to 1.139. An uncharged wall still gives a peak of 1.112, from packing alone. Point ions give no peak; their contact potential, −43.7 mV, agrees with the Gouy–Chapman value of −43.6 mV.

## Choosing the setting

**Box length.** Far from the wall, where deviations are small, charge modes $e^{\lambda z/d}$ decay according to the nonzero roots of $P(\lambda)=0$, with $\Gamma$ in units of $1/d$. As $\Gamma\to0$, $P/\lambda\to\lambda+2\Gamma$, and the decay rate returns to $\kappa$. At high concentration the Debye length is no safe guide: here the slowest root is $\lambda=-1.34\pm2.87i$, an oscillation whose decay length is 2.9 Debye lengths. A box of $5d$ is almost 20 Debye lengths, yet its net charge is 5.7% of the wall charge in magnitude on the $d/32$ grid (about 5.5% as the grid is refined). At $10d$ it is 0.002%. Most of the residual net charge arises at the outer end. In the $10d$ solution both ion densities stay within about 2% of bulk beyond $z=3d$, and the charge left unscreened at $5d$ is only 0.1%. The boundary amplifies this remainder. At uniform total density, a weak layer screening a charge $s$ has potential $4\pi l_Bsd\,(1-\Gamma)/(2\Gamma)$ at the plane where the ionic charge is cut off. This vanishes at $\Gamma=1$, or $\kappa d=4$, so near that point a tiny mismatch with $\psi(L)=0$ draws a large charge. The example, at $\kappa d=3.91$, lies close to it: the $5d$ residual is 0.4% at 4 mol/L, 14% at 5.15 mol/L and 1.7% of opposite sign at 6 mol/L, and at $\kappa d=4$ even a $10d$ box keeps about 1%. The potential at the charged wall is nearly the same in both boxes. Setting $\psi=0$ at $L+R$ instead of $L$ removes the amplification and cuts the $5d$ residual to 0.08%. In either case, lengthen the box until both this residual and the desired potential settle.

**Grid.** For this wall and ion size, $d/32$ gives the contact density to 0.3%. At −30 µC/cm² the same grid is 0.4% low. Refine again when charge or concentration rises, and monitor peak heights as well as contact.

**Ionic model.** Point ions in mean field require small $\eta$ and $\kappa d$ and a contact layer far from close packing. Neighbouring ions, including those at the wall, must also interact weakly compared with $k_BT$. If finite ions are chosen, treat their diameter and the permittivity as uncertain inputs. Numerical convergence cannot correct either.

## How close is this to pickling acid?

The concentration is in the regime of strong hydrochloric pickling acid. The common hydrated-ion diameter and the permittivity are rough model values, and −20 µC/cm² represents a strongly charged surface, not a measured pickling condition. At fixed charge, permittivities of 35 and 78 give wall potentials of −93 and −56 mV. A diameter of 0.38 nm changes the potential only to −77 mV but lowers the first peak to 1.09. The wall field is 4.5 MV/cm, and the energy of a bare water dipole in it is $0.68\,k_BT$. For an isolated dipole this would cause only slight saturation, about 3%, but neighbouring dipoles strengthen the response: Booth's rough saturation formula lowers the permittivity from 50 to about 21 at this field, and further at fixed charge. The model's ratio of charge to wall potential, about 270 µF/cm², is also far above the few tens of µF/cm² usual for metal electrodes. The −74 mV is therefore a property of the model, not the potential of a real electrode at this charge.

The functional also omits an electrostatic bulk pressure, estimated within the MSA as −7% of $p$. The Carnahan–Starling equation would lower the hard-sphere pressure by 1%. At a metal wall, the bare image energy of an ion at contact is $-1.3\,k_BT$; a crude screening factor reduces it to $-0.03\,k_BT$, so its effect remains uncertain. Molecular water is also omitted. At a rough 50 mol/L and diameter 0.28 nm, its packing fraction would be 0.35, above the 0.24 of the model ions, though hydrated ions already contain some of it. The peaks are therefore layers of model ions, not a forecast of the liquid's full structure. Chloride adsorption and metal dissolution are also absent, and this calculation cannot size their effect.

The numerical output below gives the remaining values.

## Table of computed values

```
Inputs: 5.0 mol/L, d=0.425 nm, eps=50, T=298.15 K
Wall charge: -20.0 uC/cm2 = -1.2483 e/nm2
Density of each ion: 3.0111 nm^-3; packing fraction 0.2421
Bjerrum length 1.1209 nm; Debye length 0.1086 nm
kappa*d 3.914; MSA B 0.4964; Gamma 2.3192 nm^-1
Functional-derivative test, largest error: 2.7e-10
MSA charge correlation at 0.5 d: 6.5e-14; 1.2 d: -0.3605
Bulk pressure/kT: 17.9887 nm^-3 = 74.05 MPa
Electrostatic wall term/kT: 10.9747 nm^-3
Contact theorem prediction: 28.9634 nm^-3
Grid d/16: contact 28.6946 nm^-3, error -0.928 %, Newton steps 6
  peak 1: z=0.4788 nm, total/bulk=1.20248; peak 2: z=0.9450 nm, 1.02606
Grid d/32: contact 28.8957 nm^-3, error -0.234 %, Newton steps 3
  peak 1: z=0.4777 nm, total/bulk=1.20351; peak 2: z=0.9433 nm, 1.02661
Grid d/64: contact 28.9465 nm^-3, error -0.059 %, Newton steps 3
  peak 1: z=0.4775 nm, total/bulk=1.20384; peak 2: z=0.9431 nm, 1.02675
Extrapolated contact density: 28.9634 nm^-3
RMS profile changes on refinement: 9.62e-04, 2.48e-04
Contact cation, anion: 27.3672, 1.5793 nm^-3
Relative net charge, box 5 d: 5.72e-02
Relative net charge, box 10 d: -2.37e-05
Potential at contact 21.69 mV; at wall -74.31 mV
Largest overscreening: 32.54 % of wall charge
Profiles: z/d, cation/bulk, anion/bulk
  0.25  2.2627  0.5422
  0.50  0.8929  0.5869
  1.00  0.7590  1.4014
  1.50  0.8731  1.0885
  2.00  1.0657  0.9282
  3.00  0.9838  1.0093
Wall 0 uC/cm2 (d/32): contact 17.989, theory 17.989 nm^-3, peak 1.1122
Wall -10 uC/cm2 (d/32): contact 20.717, theory 20.732 nm^-3, peak 1.1326
Wall -30 uC/cm2 (d/32): contact 42.513, theory 42.682 nm^-3, peak 1.3199
No charge correlation (d/32): wall -128.49 mV, peak 1.1389
Point ions: contact potential -43.70 mV; Gouy-Chapman -43.62 mV; layering peaks 0
With permittivity 35: wall -93.05 mV, peak 1.2488
With permittivity 78: wall -56.29 mV, peak 1.1657
With diameter 0.38 nm: wall -76.93 mV, peak 1.0923
Missing MSA electrostatic pressure: -7.36 % of p
Carnahan-Starling minus functional pressure: -1.09 %
Wall field 4.518 MV/cm; water dipole*field/kT 0.677
Metal-wall image energy: bare -1.319 kT, crudely screened -0.0263 kT
Omitted water (rough 50 mol/L, 0.28 nm): packing fraction 0.346
```
